Surfactant Coverage and Surface Free Energy at Fixed Chemical Potential

Suppose a growth calculation has supplied two numbers: the free energy γ₀ of the clean film surface and the binding energy of one surfactant atom on it. Before the covered surface can be compared with the clean one, something has to be subtracted from γ₀, and the decision is what. For the example worked below, the Helmholtz free energy of the adsorbed layer is −3.41 eV per site, while the surface free energy changes by only −0.23 eV per site. The difference, 3.18 eV per site, is the cost of taking the atoms from their reservoir. These notes find the reduction for independent adsorption sites, then ask when it can be read from the coverage alone.

**1. One site**

Take one adsorption site that is either empty or holds one surfactant atom. It exchanges atoms with a reservoir at temperature T and chemical potential μ. Let f be the free energy of the adsorbed atom, vibrations included, and give the empty site zero energy. The grand partition function has two terms:

ξ = 1 + z,  z = exp[(μ − f)/kT].

The grand potential of the site, relative to a site that is kept empty, is

ω = −kT ln(1 + z).

Since z > 0, ω is negative: access to the reservoir lowers the grand potential. The probabilities are the two terms divided by their sum,

θ = z/(1 + z),  1 − θ = 1/(1 + z),

where θ is the mean occupation, the Langmuir coverage. The second relation gives ln(1 + z) = −ln(1 − θ), so

ω = kT ln(1 − θ).

The empty state has weight 1, so its probability is 1/ξ. The probability of finding the site empty therefore measures the whole grand potential.

Limit check: for z → 0 the site is nearly always empty, θ → 0 and ω → 0, as it should be for a clean surface.

**2. From one site to a surface free energy**

Now take M equivalent sites, each of area a. The surface free energy γ is the excess grand potential per area: the grand potential of the whole system, minus that of the bulk film and the bulk vapour. Three assumptions enter here. The surfactant does not dissolve in the film, the number of sites and the strain are the same with and without it, and the volume of vapour displaced by the layer does not matter. For a layer 0.3 nm thick in the example, the last effect is about 4 × 10⁻¹⁵ eV per site.

The bulk terms then cancel between the covered and the clean surface, leaving the sum over occupations. N atoms can be placed on M sites in C(M,N) = M!/[N!(M − N)!] ways. Without interactions, each arrangement has weight zᴺ. The binomial theorem gives

Ξ/Ξ₀ = Σ_N C(M,N) zᴺ = (1 + z)ᴹ,

with Ξ₀ the value for the clean surface. Since the area is Ma,

Ma(γ − γ₀) = −kT ln(Ξ/Ξ₀) = −MkT ln(1 + z).

Define the reduction per site as the positive quantity R = a(γ₀ − γ). Then

R = kT ln(1 + z) = −kT ln(1 − θ).

The signs are worth fixing: the reduction is −kT ln(1 − θ), and the change γ − γ₀ is +kT ln(1 − θ)/a, which is negative.

Dilute limit: for small θ, −ln(1 − θ) = θ + θ²/2 + …, so R → kTθ. Dividing by a gives γ₀ − γ = kT × (adsorbed atoms per area), the spreading pressure of a two-dimensional ideal gas. A direct enumeration of all occupation patterns of ten sites, at θ = 0.000833, gives R/(kTθ) = 1.0004. The excess over 1 is the next term, θ/2.

**3. The same result from the Gibbs adsorption equation**

At fixed T, differentiate R with respect to μ, using dz/dμ = z/kT:

dR/dμ = kT × [1/(1 + z)] × z/kT = θ.

This is the Gibbs adsorption equation for one site. Read backwards, it gives R as an integral from the clean surface, where μ → −∞:

R = ∫ θ dμ.

From θ/(1 − θ) = z follows μ = f + kT ln[θ/(1 − θ)]. With f fixed,

dμ = kT [1/θ + 1/(1 − θ)] dθ = kT dθ/[θ(1 − θ)].

The factor θ cancels, and the integral runs over the coverage t from 0 to θ:

R = kT ∫ dt/(1 − t) = −kT ln(1 − θ).

The two roads differ in what they need. The integral of θ dμ holds for any equilibrium layer under the assumptions of section 2. The logarithm needs the Langmuir relation between μ and θ as well.

**4. Where the binding energy went**

The formula has kT in front and no binding energy in sight, which can suggest an effect of mixing entropy alone. Splitting it shows otherwise. The mixing entropy per site is

s = −k[θ ln θ + (1 − θ) ln(1 − θ)].

Use μ − f = kT[ln θ − ln(1 − θ)] and add:

θ(μ − f) + Ts
= kTθ ln θ − kTθ ln(1 − θ) − kTθ ln θ − kT(1 − θ) ln(1 − θ)
= −kT ln(1 − θ) = R.

The first part is the free energy gained by moving θ atoms per site from the reservoir to the surface. The Helmholtz change of the layer is θf − Ts = μθ − R. It lacks the reservoir's share μθ, which is why it cannot be subtracted from γ₀.

Nearly full limit: for z ≫ 1,

R = kT ln z + kT ln(1 + 1/z) → μ − f.

The reduction grows without a ceiling as binding strengthens, although θ is almost constant. The information sits in the few empty sites.

This bears on which input to use. From R(θ), dR/dθ = kT/(1 − θ), so a fixed error in the coverage is magnified without limit as the layer fills. From R(μ), dR/dμ = θ, so an error in μ − f reaches R at most one for one. The two inputs have different units, so the slopes alone do not settle the choice: an error δθ in the coverage does the same harm as an error kT δθ/[θ(1 − θ)] in μ − f. For given errors in both, the route through μ and f becomes the better one once the layer is full enough, and also when it is dilute enough, since θ(1 − θ) vanishes at both ends; the coverage competes best at intermediate filling.

**5. Numbers for a vapour reservoir**

Two inputs remain, f and μ. Measure energies from an atom at rest in vacuum. Let the adsorbed atom sit in a well of depth E with three vibrational modes of quantum ħω. With x = ħω/kT, each mode contributes a geometric series,

Σ_n exp[−(n + ½)x] = exp(−x/2)/[1 − exp(−x)] = 1/[2 sinh(x/2)].

Hence q = [2 sinh(x/2)]⁻³ and f = −E − kT ln q.

For a dilute monatomic vapour of N atoms in volume V, the partition function is (V/λ³)ᴺ/N!, with λ = h/√(2πmkT). Stirling's formula gives μ = kT ln(Nλ³/V). With N/V = P/kT,

μ = kT ln(Pλ³/kT).

The parameters are round model values: T = 900 K, P = 10⁻⁷ Torr, mass 120 u, E = 3.2 eV, ħω = 15 meV and a = 0.15 nm². Then kT = 0.07756 eV, λ = 0.00531 nm and q = 138, so

f = −3.2 − 0.07756 × ln 138 = −3.582 eV,
μ = −3.356 eV,
z = exp(0.2258/0.07756) = 18.4,
θ = 18.4/19.4 = 0.948.

The empty fraction is 0.0516, and

R = −0.07756 × ln 0.0516 = 0.230 eV per site.

Dividing by the site area gives 1.53 eV/nm², or 0.25 J/m². Enumeration of the ten-site surface and numerical integration of its coverage over μ both give the same 0.230 eV. Of this, 0.214 eV is the transfer part θ(μ − f) and 0.016 eV is mixing.

Changing the binding energy by −0.1 or +0.1 eV, with T and P held fixed, gives R = 0.140 or 0.327 eV. The shifts are slightly below 0.1 eV in size, as expected from a slope equal to θ. An error of 0.01 in θ alone would shift R by about 0.01 × 0.0776/0.0516 = 0.015 eV.

Temperature acts strongly at fixed pressure. At 1000 K, θ falls to 0.24 and R to 0.023 eV. At 800 K, the single-layer formula gives R = 0.55 eV, but that value lies outside the model, as the next section shows.

**6. Letting more layers form**

Suppose further atoms can sit on top of the first, each bound by 2.7 eV with the same vibrations. Each has the factor z_u = z exp(−0.5 eV/kT) = 0.029 at 900 K. The site sum becomes

1 + z + z z_u + z z_u² + … = 1 + z/(1 − z_u),

and R rises from 0.230 to 0.232 eV. The series converges only for z_u < 1. At 800 K, the printed coverage 0.99967 implies z ≈ 3000, and z_u ≈ 3000 × exp(−0.5/0.0689) ≈ 2. In this model the vapour would then condense into a thick deposit, so single occupancy is no longer a valid assumption.

**7. Letting neighbours interact**

On a square lattice, let each pair of occupied neighbours cost an energy w. In mean field the energy per site is 2wθ², since each site has four neighbours and each pair is shared by two sites. Differentiating the layer's free energy with respect to θ gives

μ = f + 4wθ + kT ln[θ/(1 − θ)].

The extra term adds 4w dθ to dμ. Integrating θ dμ along a uniform layer then gives

R = −kT ln(1 − θ) + 2wθ².

At the actual coverage, repulsion makes R larger than the logarithm and attraction makes it smaller. A transfer-matrix calculation on a cylinder eight sites around, which keeps the correlations, confirms the signs. T, μ and f are held at the values of section 5:

- w = +0.05 eV: θ = 0.724, R = 0.158 eV, logarithm 0.100 eV.
- w = −0.05 eV: θ = 0.996, R = 0.326 eV, logarithm 0.425 eV.

Going from six to eight sites around changes R by less than 10⁻⁷ eV. For repulsion, the mean-field correction is 2 × 0.05 × 0.724² = 0.052 eV, against a true difference of 0.058 eV.

Strong pairing is a second case that can be solved by hand. Let the sites form fixed pairs, each either empty or holding two atoms, with the same f per atom. A pair has the sum 1 + z², so θ = z²/(1 + z²) and, per site,

R = (kT/2) ln(1 + z²) = −(kT/2) ln(1 − θ).

At a given coverage the reduction is half the Langmuir value: 0.115 eV instead of 0.230 eV at θ = 0.948. At the μ and f of the example, however, R = 0.0388 × ln(1 + 18.4²) = 0.226 eV, almost unchanged, because both models tend to μ − f when nearly full.

The common reason is the one found in section 1. The empty surface has weight 1, so R = −(kT/M) ln(probability that all M sites are empty). For independent sites that probability is (1 − θ)ᴹ. For pairs it is (1 − θ) to the power M/2.

**8. Letting the film grow**

During growth the layer may not be in equilibrium with the vapour. Let atoms arrive at rate r on each empty site and stick there, and let each adsorbed atom desorb at rate d. Then

dθ/dt = r(1 − θ) − d·θ.

The steady state must be the Langmuir coverage, so d = r/z. The coverage relaxes at the rate r + d = r/θ, with θ the equilibrium value. Kinetic theory gives r = Pa/√(2πmkT) = 0.0160 per second, so the relaxation time is 0.948/0.0160 = 59 s. At 0.1 monolayer per second, about six monolayers grow in that time. A clean surface exposed to this vapour at the start of growth would not have its equilibrium coverage in the first layers.

Now let 1% of the adsorbed atoms be buried per monolayer grown, a loss rate l = 0.1 × 0.01 = 0.001 per second for each atom. The steady coverage is

θ = r/(r + d + l) = 0.01603/(0.01603 + 0.000873 + 0.001) = 0.895.

The sites still fill and empty independently, so the occupation patterns have the same probabilities as in an equilibrium layer with its own chemical potential, here 0.059 eV below that of the vapour. Burial also breaks the assumption of section 2 that no surfactant dissolves in the film. If the effect of the buried atoms on the film is neglected, and the layer's free energy is assigned from that equivalent equilibrium, the coverage formula gives R = 0.175 eV. Using the vapour's μ would give 0.230 eV, too large by 0.055 eV. Here the vapour's μ is the wrong input, however accurately it is known, and the coverage is the safer one. The choice therefore depends not only on the input errors compared in section 4, but also on whether equilibrium with the reservoir or the independence of the sites is the better established.

**9. Beside a real surfactant**

The parameters lie in the rough regime of antimony-mediated growth of germanium on silicon (001), at several hundred degrees Celsius. They are not computed properties of that system. A clean silicon surface has a free energy of very roughly 1 J/m², so the model's 0.25 J/m² is a sizeable fraction of it. It is not an estimate for antimony, whose vapour differs from the model's as described below. Two assumptions are clearly broken. Antimony atoms pair into dimers on this surface, which is closer to the pair model of section 7: the coverage formula may then be too large by a factor of up to about two if the dimers do not interact, and by more if they attract each other (about three at θ = 0.98 for an attraction of 0.05 eV between neighbouring pairs), while for a nearly full layer the route through μ is little affected if f is taken per atom of the dimer. Antimony vapour is also largely molecular, which changes μ at a given pressure but not R at a given μ. Even for a monatomic vapour, the fourfold degenerate ground state of the free atom lowers μ by kT ln 4 at fixed pressure, and R drops from 0.230 to 0.134 eV. If atoms and molecules in the vapour are in equilibrium, the atoms supply only part of the total pressure, which lowers μ and R further. The effect is large: for independent sites, a rough estimate with a dimer bond of 3.1 eV in the vapour (bond length about 0.25 nm, vibration about 270 cm⁻¹, nondegenerate ground state) leaves R at about 0.03 eV per site, and changing that bond energy by 0.2 eV either way gives from about 0.01 eV up to 0.06–0.07 eV. With the 3.1 eV bond the layer is only about 30% full, so pairing on the surface now matters even at a given μ: the pair model of section 7, with the same f per atom, gives only about 0.006 eV. Most of the model's reduction is then lost at this temperature and pressure. The condensation found at 800 K in section 6 also belongs to the monatomic model: real antimony vapour at 10⁻⁷ Torr is well below saturation at that temperature.

A lower surface energy does not by itself make a film wet its substrate. Wetting is favoured when γ_substrate − γ_film − γ_interface is positive. If the surfactant covers both surfaces, with equal site areas and an unchanged interface, this quantity changes by (R_film − R_substrate)/a. Equal reductions cancel. With binding of 3.1 eV on the film and 3.2 eV on the substrate, at the same T and μ, the change is 0.140 − 0.230 = −0.090 eV per site, which works against wetting. In this model the surfactant helps wetting thermodynamically when its free energy f is lower on the film than on the substrate. With equal vibrations on both, as here, that means stronger binding to the film. This balance leaves out the strain energy of the film and the growth kinetics, so it does not explain how antimony suppresses islanding of germanium on silicon, where both matter.

Most of the model's values are listed in the numerical output that follows, and its other results follow from them by the formulas given. The figures and statements about real silicon and antimony in this section are outside information and are not part of that output.

Computed values

```
temperature: 900 K; kT: 0.07756 eV
pressure: 1.0e-07 Torr; atomic mass: 120 u
binding: 3.20 eV; vibrational quantum: 0.015 eV
site area: 0.15 nm^2
thermal wavelength: 0.005312 nm
vibrational partition function q: 137.58
chemical potential mu: -3.3561 eV
adsorbed-atom free energy f: -3.5819 eV
mu - f: 0.2258 eV; z: 18.374
coverage theta: 0.94838; empty fraction: 0.05162
reduction R, formula: 0.22987 eV/site
R, enumeration of 10 sites: 0.22987 eV/site
R, Gibbs integral: 0.22987 eV/site
reduction per area: 1.5325 eV/nm^2
reduction per area: 0.2455 J/m^2
part theta*(mu-f): 0.21411 eV/site
part T*s_mix: 0.01576 eV/site
Helmholtz change: -3.4128 eV/site
dilute test: theta 0.000833, R/(kT theta) 1.000417
at theta 0.10: R = 0.00817 eV/site
at theta 0.50: R = 0.05376 eV/site
at theta 0.90: R = 0.17858 eV/site
at theta 0.99: R = 0.35716 eV/site
at 800 K, same pressure: theta 0.99967, R 0.55211 eV/site
at 1000 K, same pressure: theta 0.23838, R 0.02347 eV/site
binding -0.1 eV: theta 0.83501, R 0.13974 eV/site
binding +0.1 eV: theta 0.98523, R 0.32691 eV/site
neighbour energy +0.05 eV: theta 0.72402
  true R 0.15796, -kT ln(1-theta) 0.09985 eV/site
  shift of R, width 6 to 8: -5.2e-08 eV/site
neighbour energy -0.05 eV: theta 0.99583
  true R 0.32608, -kT ln(1-theta) 0.42492 eV/site
  shift of R, width 6 to 8: -5.6e-17 eV/site
upper-layer binding: 2.7 eV; z_upper: 0.0291
R with upper layers: 0.23205 eV/site
degenerate free atom: theta 0.82122, R 0.13352 eV/site
arrival rate per empty site: 0.01603 1/s
desorption rate per atom: 0.000873 1/s
coverage relaxation time: 59.2 s
growth rate: 0.10 monolayer/s
fraction lost per monolayer: 0.01
incorporation rate per atom: 0.0010 1/s
with incorporation: theta 0.89542, R 0.17511 eV/site
layer mu minus vapour mu: -0.0592 eV
displaced vapour, 0.3 nm layer: 3.7e-15 eV/site
```
